# The blade test with unequal wafers and with a rigid partner

## Question

I am stuck on an exercise about the blade test for bonded wafers. A blade of thickness $h$ is pushed between two wafers, a crack opens ahead of it, and the fracture energy is inferred from the debond length $L$. For two equal wafers of thickness $t$ I can use

$$G=\frac{3E't^3h^2}{16L^4}.$$

I have to generalise this to unequal wafers, then show that replacing one of two equal wafers by a rigid one doubles the inferred fracture energy at the same $h$ and $L$.

I get the opposite. With blade force $P$ and compliance $C=h/P$, I know that $G=\tfrac12P^2\,dC/dL$. Only one wafer can bend when the other is rigid, so the compliance is halved, and $G$ is halved too. Where does the doubling come from? And does it mean that a bond to a rigid wafer is tougher?

## Answer

Your compliance argument is right for a fixed blade **force**. The exercise fixes the blade **thickness**, and then the force changes when you change the partner. It is best to derive the general result first and return to your argument with it.

### What is assumed

Let $x$ run from the blade contact, $x=0$, to the crack tip, $x=L$. Wafer $i$ has thickness $t_i$ and plate modulus $E_i'$. Forces and energies are taken per unit width of the crack front. I assume linear elasticity, small slopes, $L\gg t_1,t_2$, arms of constant width, a straight crack front, no friction at the blade and no residual stress.

$G$ is the elastic energy released per unit area of interface that separates. The crack advances while $G$ exceeds the fracture energy $\Gamma$ of the bond, and in this ideal picture it stops when $G=\Gamma$. Measuring $L$ at rest and calculating $G$ therefore gives the inferred fracture energy. Some reports quote a surface energy per face instead, which is $G/2$, because one area of interface becomes two faces.

### Deflection of one arm

The blade pushes the wafers apart with forces $+P$ and $-P$ along the same line. Together they have no resultant force and no resultant moment, so the bonded part carries no load far ahead of the tip. To leading order in $t/L$, each debonded arm is then a cantilever clamped at $x=L$.

Let $w_i(x)$ be the deflection of arm $i$ away from the interface. At distance $z$ from the mid-plane of the arm, bending gives a strain of magnitude $|z\,w_i''|$ and a stress $E_i'$ times larger. The bending moment is therefore

$$M=E_i'w_i''\int_{-t_i/2}^{t_i/2}z^2\,dz=\frac{E_i't_i^3}{12}\,w_i''.$$

The force $P$ acts at $x=0$, so the moment at $x$ is $Px$. It is convenient to write $B_i=E_i't_i^3$, which turns the equation for the arm into

$$w_i''=\frac{12P}{B_i}\,x.$$

Integrate once, with zero slope at the clamp, $w_i'(L)=0$:

$$w_i'=\frac{6P}{B_i}\,(x^2-L^2).$$

Integrate again, with $w_i(L)=0$:

$$w_i=\frac{6P}{B_i}\left(\frac{x^3}{3}-L^2x+\frac{2L^3}{3}\right).$$

The last term makes the bracket vanish at $x=L$, since $\tfrac13-1+\tfrac23=0$. At the blade, $x=0$, the deflection is

$$\delta_i=w_i(0)=\frac{4PL^3}{B_i}.$$

### Two unequal arms

Both arms feel the same force, and their deflections add up to the blade thickness:

$$h=\delta_1+\delta_2=4PL^3S,\qquad S=\frac1{B_1}+\frac1{B_2}.$$

The arms act like two springs in series. Solving for the force gives

$$P=\frac{h}{4L^3S},\qquad \frac{\delta_i}{h}=\frac{1}{B_iS}.$$

The arm with the smaller $B_i$ takes the larger share of the opening.

In a linear system, the energy stored in each arm is $\tfrac12P\delta_i$. The sum is

$$U=\frac12P(\delta_1+\delta_2)=\frac12Ph=\frac{h^2}{8L^3S}.$$

Now let the crack advance by $dL$ with the blade at rest relative to the wafers. The opening at the blade stays $h$, so the blade force does no work. All the energy released comes from the arms:

$$G=-\left(\frac{\partial U}{\partial L}\right)_h=-\frac{h^2}{8S}\,\frac{d}{dL}L^{-3}.$$

The derivative is $-3L^{-4}$, and the two minus signs cancel:

$$\boxed{G=\frac{3h^2}{8L^4S}=\frac{3h^2}{8L^4}\,\frac{B_1B_2}{B_1+B_2}}$$

This is the generalisation you need.

### The equal pair and the rigid partner

For equal wafers $B_1=B_2=B$, so $S=2/B$ and

$$G_{\rm equal}=\frac{3Bh^2}{16L^4}=\frac{3E't^3h^2}{16L^4},$$

which is your starting formula. For a rigid partner $B_2\to\infty$, so $S=1/B$ and

$$G_{\rm rigid}=\frac{3Bh^2}{8L^4}=2\,G_{\rm equal}.$$

The energy of the arms shows why. At fixed $L$, the energy of one arm is proportional to the square of its deflection. In the equal pair each arm deflects by $h/2$ and stores a quarter of what one arm stores at deflection $h$. Two quarters make a half. With a rigid partner, one arm takes the whole deflection and stores the full amount. Every one of these energies varies as $L^{-3}$, so the same factor 2 passes to $G$.

### What happened in your compliance argument

From $h=4PL^3S$, the compliance is $C=4L^3S$ and $dC/dL=12L^2S$. At a given force,

$$G=\frac12P^2\frac{dC}{dL}=6P^2L^2S.$$

A rigid partner halves $S$, so $G$ is indeed halved **if $P$ is the same**. At fixed $h$, however, halving $S$ doubles $P=h/(4L^3S)$. The factor $P^2$ grows by 4, the factor $dC/dL$ falls by 2, and the net change is $4\times\tfrac12=2$. Inserting $P$ gives

$$G=6L^2S\,\frac{h^2}{16L^6S^2}=\frac{3h^2}{8L^4S},$$

in agreement with the energy derivation.

### Is the bond tougher?

No. The doubling compares two experiments in which the **same** $L$ was read. If the same $L$ is found with a rigid partner, the bond in that experiment needed twice the energy.

If instead the bond has the same fracture energy in both experiments, the crack stops at different lengths. Setting the two values of $G$ equal gives

$$\frac{3Bh^2}{8L_{\rm rigid}^4}=\frac{3Bh^2}{16L_{\rm equal}^4}
\quad\Rightarrow\quad L_{\rm rigid}=2^{1/4}L_{\rm equal}.$$

The debond is then about 19 % longer, and the correct formula for each pair returns the same fracture energy.

### Other partners

The factor 2 belongs to a pair that starts with equal $B$. If wafer 1 is kept and any partner 2 is replaced by a rigid one, the general formula gives

$$\frac{G_{\rm rigid}}{G}=B_1S=1+\frac{B_1}{B_2}.$$

A floppy partner gives a much larger factor, and a stiff one gives a factor near 1. In the opposite limit, $B_2\ll B_1$, we have $S\approx1/B_2$ and $G\approx3B_2h^2/(8L^4)$. The thin or soft wafer then does nearly all the bending, and the stiff wafer hardly enters.

For two wafers of the same material and orientation, $B_1/B_2=(t_1/t_2)^3$. A partner twice as thick reaches $1/(1+\tfrac18)=0.889$ of the rigid value, and one three times as thick reaches $0.964$. These are beam estimates at fixed $h$ and $L$. They need $L$ to be large compared with the thicker wafer too. For a 725 µm silicon wafer and a 16 mm debond, a two-dimensional elastic calculation gives about 0.84 instead of 0.889 for the partner twice as thick.

### A silicon example

Take (001) silicon wafers with the debond running along [110]. Rough typical elastic constants are $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa.

The plate modulus must be found for this direction. A strain $\varepsilon$ along [110] has the components $\varepsilon/2$, $\varepsilon/2$ and an engineering shear $\varepsilon$ in the cube axes. Its energy density is

$$\frac12\varepsilon^2\left(\frac{c_{11}+c_{12}}2+c_{44}\right),$$

so the stiffness along [110] is $115+80=195$ GPa. A wide arm cannot contract along its width, but it is free to contract through its thickness. Let $\varepsilon_z$ be the strain through the thickness. Zero stress in that direction means $c_{12}\varepsilon+c_{11}\varepsilon_z=0$, so $\varepsilon_z=-(c_{12}/c_{11})\varepsilon$. The stress along the arm is $195\,\varepsilon+c_{12}\varepsilon_z$ in GPa, and hence

$$E'=195-\frac{64^2}{166}=170.3\ \text{GPa}.$$

For $t=725$ µm this gives $B=64.91$ N m. Let $h=100$ µm and $L=16$ mm, so that $L^4=6.554\times10^{-8}$ m⁴. For the equal pair,

$$G=\frac{3(64.91)(10^{-4})^2}{16(6.554\times10^{-8})}=1.86\ \text{J/m}^2.$$

The surface energy per face is 0.93 J/m². With a rigid partner, the same $h$ and $L$ give $G=3.71$ J/m². The blade force rises from 198 to 396 N/m, the doubling that your argument left out. For equal fracture energies, the debond on the rigid partner would be 19.0 mm long.

Now bond the 725 µm wafer to a 500 µm silicon wafer, for which $B_2=21.29$ N m. Then

$$\frac1S=\frac{64.91\times21.29}{64.91+21.29}=16.03\ \text{N m},$$

$$G=\frac{3(10^{-4})^2(16.03)}{8(6.554\times10^{-8})}=0.917\ \text{J/m}^2.$$

The thin wafer takes 75 µm of the opening and the thick one 25 µm. Using the equal-wafer formula with $t=725$ µm would give 1.86 J/m², too large by a factor 2.02. That factor is $(1+B_1/B_2)/2$ with $B_1/B_2=3.05$; its closeness to 2 is an accident of the thicknesses. Replacing the 500 µm wafer by a rigid one would multiply $G$ by $1+3.05=4.05$, not by 2.

### How good is the clamped-beam picture?

The material at the root of each arm deforms elastically, so the clamp is not perfect. To size this, I compared the formulas with a two-dimensional plane-strain finite-element calculation of both wafers. It makes no beam assumption and obtains $G$ from the change in compliance as the crack tip moves. The rigid wafer was represented by one 1000 times stiffer than silicon.

At $L=16$ mm, the calculation gives 1.66 J/m² for the equal pair and 3.47 J/m² for the rigid partner. Refining the mesh lowers these values by less than about 0.5 %. Relative to these values, the beam formula is high by 12 % and 7 %. The ratio is 2.09 instead of 2. Extrapolating the results at 16 and 32 mm to the slender limit $t/L\to0$ gives a ratio of 2.00. In the same limit, the general formula for $G$ agreed within 2 % for all four partners tried: equal, rigid, 500 µm silicon, and a 500 µm wafer with 0.4 times the stiffness of silicon.

The finite-length result can be expressed by replacing $L$ with a slightly longer effective length. The extra length is about $0.6t$ for the equal pair and $0.4t$ for the rigid partner. The second digit in the numerical output is not converged: a finer mesh raises both values by 0.02 to 0.03. The difference has a mechanical reason. In the equal pair, mirror symmetry prevents the bonded face of each wafer from moving normal to the interface, but lets it stretch along the interface. A rigid partner prevents both motions. An added constraint cannot make an elastic body more compliant, so the root is stiffer and the extra length smaller.

This also affects the $2^{1/4}$ rule. At the longer debond of 19.0 mm, the two-dimensional $G$ for the rigid partner is 5.5 % above that of the equal pair at 16 mm.

### Opening and sliding

The two tests also load the crack tip differently. In the beam picture, the inner face of arm $i$ moves along $x$ by

$$u_i=\frac{t_i}{2}w_i'=\frac{3P}{E_i't_i^2}(x^2-L^2).$$

This is negative, so the face moves towards the blade. In an equal pair both faces move by the same amount and do not slide past each other. A rigid face does not move, so sliding appears. For two flexible wafers, this beam estimate of the sliding vanishes when $E_1't_1^2=E_2't_2^2$, which is a different condition from $B_1=B_2$. It does not give pure opening at the tip: for a 500 µm partner with its stiffness scaled to meet the condition, two-dimensional elasticity gives a sliding of about 1 % of the opening at $t/3$ behind the tip, but about a tenth of it at $0.03t$.

The two-dimensional calculation shows that the effect is large. At a distance $t/3$ behind the tip, sliding is roughly as large as the opening for the rigid partner and roughly a fifth of it for the 500 µm partner. These are rough values, since that point is only one element away from the tip. For the rigid partner the ratio also depends on where it is read: closer to the tip, sliding exceeds the opening. $G$ counts the energy from both motions. If the toughness of a bond depends on their mixture, the equal and rigid tests can yield different fracture energies even with the correct formulas. The factor 2 is a statement about elastic energy release and does not settle that question.

### Comparison with a real test

The example lies in the range of ordinary silicon wafer bonding: wafers somewhat under a millimetre thick, a blade of roughly 100 µm, and a bond energy of the order of a few J/m² at most. Before comparing with a reported value, check whether it is $G$ or the energy per face, $G/2$: per face, the equal and rigid cases above are 0.93 and 1.86 J/m². A bond with $G$ near 1.9 J/m² on a rigid partner would show the longer debond.

In practice, the reading of $L$ matters a great deal, because $G\propto L^{-4}$. Reading 15.5 mm instead of 16 mm raises the inferred energy by 13.5 %. A debond along [100] instead of [110] would lower the calculated $G$ by 17 % at the same $h$ and $L$, because silicon is softer in that direction. For the debond along [110], using the modulus of a narrow strip instead of a wide plate lowers $G$ by only 0.4 %, because silicon stretched along [110] hardly contracts along the width of the arm. This is special to the direction: along [100] the same replacement would lower $G$ by about 8 %.

The other checks are mild here. The nominal bending stress at the root is

$$\sigma=\frac{PL\,(t/2)}{t^3/12}=\frac{6PL}{t^2},$$

or 36 MPa for the equal pair and 72 MPa for the rigid partner. This leaves out the stress concentration at the crack tip. The largest slope is 0.009 rad, so the small-slope assumption is sound, and the weight of an arm is 0.13 % of the blade force in the equal pair.

The formulas describe a strip of constant width. If the blade enters at the edge of a whole round wafer, the debonded arm widens towards the crack front, roughly as $\sqrt{x}$ near the edge. Repeating the beam derivation with that width and a straight front gives $25/36\approx0.7$ of the strip value of $G$ at the same $h$ and $L$. This value assumes that the blade touches at the very edge, where the width is zero. With the contact 5 mm inside the edge of a 100 to 300 mm wafer, the same derivation with the true chord width gives about 0.8 for $L=16$ mm, and about 0.9 with the contact 20 mm inside. All of these are rough estimates, because the front on a round wafer is generally curved. In this estimate the width factor is the same for both pairs, so the factor 2 remains, but the absolute values above apply to strips.

Real tests can also break assumptions that I have not sized: the crack front may be curved, residual stress may add to the stored energy, and moisture may let the crack creep forward after the blade stops. In the last case $L$ grows with time and the inferred energy falls, so the waiting time and the humidity should be kept the same when two pairs are compared. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical silicon constants)
c11: 166 GPa
c12: 64 GPa
c44: 80 GPa
wafer thickness: 725 um
thin partner thickness: 500 um
blade thickness: 100 um
debond length: 16 mm
plate modulus along [110]: 170.3 GPa
E' t^3 of 725 um wafer: 64.91 N m
E' t^3 of 500 um wafer: 21.29 N m
BEAM RESULTS
G, equal wafers: 1.857 J/m2
G, rigid partner: 3.714 J/m2
ratio rigid/equal: 2
surface energy per face, equal wafers: 0.9285 J/m2
blade force per width, equal: 198.1 N/m
blade force per width, rigid: 396.2 N/m
G, 500 um partner: 0.9174 J/m2
blade force per width, 500 um partner: 97.85 N/m
opening taken by 725 um wafer: 24.7 um
opening taken by 500 um wafer: 75.3 um
equal-wafer formula (725 um) / true G, thin pair: 2.024
G/G_rigid for partner 1 t thick: 0.5
G/G_rigid for partner 2 t thick: 0.8889
G/G_rigid for partner 3 t thick: 0.9643
debond length on rigid partner, same G: 19.03 mm
2D ELASTIC CHECK (rigid = 1000 times stiffer)
G 2D, equal: 1.664 J/m2
G 2D, rigid: 3.472 J/m2
G 2D, 500 um partner: 0.8443 J/m2
ratio rigid/equal, 2D at 16 mm: 2.087
ratio rigid/equal, 2D slender limit: 2
extra effective length, equal: 0.615 t
extra effective length, rigid: 0.369 t
G 2D rigid at longer debond / G 2D equal: 1.055
sliding/opening t/3 behind tip, rigid: 0.95
sliding/opening t/3 behind tip, 500 um: 0.2
mesh refinement change of G: -0.25 %
OTHER NEGLECTED EFFECTS
G change if debond runs along [100]: -17 %
G change, narrow strip modulus: -0.37 %
G change if L is read 0.5 mm short: 13.5 %
nominal root stress, equal: 36.2 MPa
nominal root stress, rigid: 72.4 MPa
largest arm slope, rigid: 0.0094 rad
arm weight / blade force, equal: 0.13 %
```
